# Linewidth variance after averaging over ten correlation lengths

## Question

I am modelling the roughness of a printed resist line. The local linewidth fluctuates along the line with standard deviation $\sigma$, and its autocovariance is exponential with correlation length $\xi$. I average the linewidth over a segment of length $L=10\,\xi$ and want the variance of that average from segment to segment.

I was told that about 18 percent of the original variance is left, and I cannot reproduce it. Ten correlation lengths look to me like ten independent samples, which would leave 10 percent. A colleague integrates the correlation function over both signs of the lag, gets $2\xi$, and concludes that $2\xi/L=20$ percent is left. How does one show the 18 percent? And what happened to the rest of the variance, given that averaging on paper does not make the resist any smoother?

## Answer

Your colleague's estimate is the leading term for a long segment. The missing 2 percentage points come from the two ends of the segment, and the full calculation is short enough to do without approximation.

### What is being averaged

Let $x$ be the position along the line and write the local linewidth as $w(x)=\bar w+\delta w(x)$, where $\bar w$ is the true mean and $\langle\delta w\rangle=0$. Angle brackets denote an average over many statistically equivalent segments. I assume that $\bar w$ is constant and that the covariance of two points depends only on their separation:

$$
\langle\delta w(x)\,\delta w(y)\rangle=C(x-y),\qquad C(s)=\sigma^2e^{-|s|/\xi}.
$$

Thus $C(0)=\sigma^2$ is the original variance, and $\xi$ is the distance over which the covariance falls to $1/e$ of it. The number 18 percent refers to this definition of $\xi$.

The segment average, with equal weight at every point, is

$$
W=\frac1L\int_0^L w(x)\,dx,\qquad
W-\bar w=\frac1L\int_0^L\delta w(x)\,dx .
$$

The quantity wanted is $R=\mathrm{Var}(W)/\sigma^2$, the retained fraction of the variance.

### From the average to a single integral

Square the fluctuation of $W$, using a separate integration variable for each factor, and take the ensemble average:

$$
\mathrm{Var}(W)=\frac1{L^2}\int_0^L\!\!\int_0^L C(x-y)\,dx\,dy .
$$

So the variance of the mean is the covariance averaged over all pairs of points in the segment.

The integrand depends only on the separation, so one integral can be done at once. The square $0<x,y<L$ consists of the half with $x>y$ and the half with $x<y$. They contribute equally because $C$ is even. In the first half, replace $x$ by $s=x-y$ at fixed $y$, so that $dx=ds$. For a given $s$ between $0$ and $L$, the condition $x=y+s<L$ restricts $y$ to $0<y<L-s$. The $y$ integral therefore gives $L-s$, and

$$
\mathrm{Var}(W)=\frac2{L^2}\int_0^L(L-s)\,C(s)\,ds .
$$

The factor 2 counts the two signs of the lag. The weight $L-s$ says that a segment contains fewer pairs at large separation than at small separation.

### The exponential case

Insert $C(s)=\sigma^2e^{-s/\xi}$ and measure lengths in units of $\xi$: $t=s/\xi$ and $a=L/\xi$. Then $L-s=\xi(a-t)$, $ds=\xi\,dt$ and $L^2=\xi^2a^2$. The factors of $\xi$ cancel:

$$
R(a)=\frac2{a^2}\int_0^a(a-t)e^{-t}\,dt .
$$

Two integrals are needed. The first is

$$
\int_0^a e^{-t}dt=1-e^{-a}.
$$

The second follows by integration by parts:

$$
\int_0^a te^{-t}dt=\left[-te^{-t}\right]_0^a+\int_0^ae^{-t}dt
=1-(1+a)e^{-a}.
$$

Multiply the first by $a$ and subtract the second:

$$
a-ae^{-a}-1+(1+a)e^{-a}=a-1+e^{-a}.
$$

The terms in $ae^{-a}$ cancel, which leaves

$$
\boxed{R(a)=\frac{2\left(a-1+e^{-a}\right)}{a^2}}
$$

For your segment, $a=10$:

$$
R(10)=\frac{2(9+e^{-10})}{100}=0.18+\frac{2e^{-10}}{100}\approx0.180001 .
$$

The exponential term contributes about $9\times10^{-5}$ percent of the original variance, so the retained fraction is 18.0 percent.

### Why neither 10 nor 20 percent

Take a point $x$ in the segment and add up its correlation with all the other points, splitting the integral at $y=x$:

$$
\int_0^Le^{-|x-y|/\xi}dy
=\xi\left[2-e^{-x/\xi}-e^{-(L-x)/\xi}\right].
$$

Far from both ends the result is $2\xi$: the point has correlated neighbours on its left and on its right, and each side contributes $\xi$. If every point were like this, the variance of the mean would be $\sigma^2\,2\xi/L$, which is your colleague's 20 percent. Your estimate of 10 percent equals $\xi/L$, the leading term one would get from one side only. Points one correlation length apart are not independent: their correlation is still $1/e$, and the mean of ten values spaced by $\xi$ retains 19.8 percent of the variance.

Near an end, part of the correlated neighbourhood lies outside the segment. The two subtracted exponentials describe this loss. Averaging over $x$ and dividing by $L$ gives

$$
R=\frac2a-\frac{2(1-e^{-a})}{a^2},
$$

which is the boxed formula rearranged. At $a=10$ the first term is 20 percent, and the end correction is $-2$ percentage points.

One can express the result as an equivalent number of independent samples. The mean of $N$ independent values, each of variance $\sigma^2$, has variance $\sigma^2/N$. Setting this equal to $R\sigma^2$ gives $N=1/R\approx5.6$. A segment of ten correlation lengths thus averages as well as between five and six independent values, not ten.

### Short and long segments

For a short segment, expand the exponential to fourth order:

$$
a-1+e^{-a}=\frac{a^2}{2}-\frac{a^3}{6}+\frac{a^4}{24}-\dots,
\qquad
R=1-\frac a3+\frac{a^2}{12}-\dots
$$

The constant and linear terms cancel, and $R\to1$. All points of a very short segment fluctuate together, so averaging them removes almost nothing. At $a=0.01$ the retained fraction is 0.996675.

For a long segment $R\to2/a$, the usual inverse dependence on the amount of data. Numerical double integration of the covariance gives these values:

| $L/\xi$ | $R$ |
|---:|---:|
| 1 | 0.736 |
| 2 | 0.568 |
| 5 | 0.321 |
| 10 | 0.180 |
| 20 | 0.095 |
| 50 | 0.039 |

Doubling the segment from $10\,\xi$ to $20\,\xi$ does not quite halve the variance, because the end correction, which lowers $R$, matters less in the longer segment. At $a=10$ the estimate $2/a$ is too high by 11 percent of the true $R$; at $a=50$ it is too high by about 2 percent of $R$.

### Where the other 82 percent went

You are right that averaging does not smooth the resist. The remaining variance is still there as variation inside each segment. To see this, measure the linewidth from the segment's own mean and write $\delta W=W-\bar w$. Then $w-W=\delta w-\delta W$, and

$$
\frac1L\int_0^L(w-W)^2dx
=\frac1L\int_0^L\delta w^2dx
-2\,\delta W\,\frac1L\int_0^L\delta w\,dx
+\delta W^2 .
$$

The integral in the middle term, with its factor $1/L$, is $\delta W$ itself. The last two terms therefore combine to $-\delta W^2$. Taking the ensemble average gives

$$
\left\langle\frac1L\int_0^L(w-W)^2dx\right\rangle
=\sigma^2-\mathrm{Var}(W)=\sigma^2(1-R).
$$

The original variance has been divided into two parts: 18 percent between segments and, on average, 82 percent within them. The 18 percent is the variance of $W$ about the true mean $\bar w$. Adjacent segments cut from one line have slightly correlated means (correlation about 0.055 at $a=10$), so the usual sample variance of a few such means comes out a little lower, on average 17.6 percent for five segments. This also means that the variance measured about the mean of a single segment underestimates $\sigma^2$ on average, here by 18 percent of $\sigma^2$.

### An example in nanometres

Take the round model values $\sigma=2$ nm, $\xi=20$ nm and $L=200$ nm, so that $a=200/20=10$. The original variance is $\sigma^2=4\ \mathrm{nm^2}$. The variance of the segment mean is

$$
\mathrm{Var}(W)=0.18\times4\ \mathrm{nm^2}=0.72\ \mathrm{nm^2},
$$

and its standard deviation is $\sqrt{0.72}\ \mathrm{nm}\approx0.85$ nm. The mean variance inside a segment is

$$
4.00\ \mathrm{nm^2}-0.72\ \mathrm{nm^2}=3.28\ \mathrm{nm^2},
$$

which corresponds to an rms deviation of 1.81 nm.

The variances add up to the original value; the standard deviations do not. Although only 18 percent of the variance survives in the mean, the standard deviation retains $\sqrt{0.18}\approx0.42$ of its original value. If your tolerance applies to the segment mean and is stated as a multiple of the standard deviation, 42 percent is the relevant factor. A tolerance on the local linewidth is still governed by the full $\sigma$.

### The same result in terms of wavelengths

Roughness is often described by its power spectral density. With the convention

$$
S(k)=\int_{-\infty}^{\infty}C(s)e^{-iks}ds,\qquad
C(s)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,S(k)e^{iks},
$$

the two halves of the exponential covariance give

$$
S(k)=\sigma^2\left[\frac1{1/\xi+ik}+\frac1{1/\xi-ik}\right]
=\frac{2\sigma^2\xi}{1+k^2\xi^2}.
$$

Now put the second relation, with $s=x-y$, into the double integral for $\mathrm{Var}(W)$. The $x$ integral gives

$$
\frac1L\int_0^Le^{ikx}dx=e^{ikL/2}\,\frac{\sin(kL/2)}{kL/2},
$$

and the $y$ integral gives its complex conjugate. The phases cancel in the product:

$$
\mathrm{Var}(W)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,S(k)
\left[\frac{\sin(kL/2)}{kL/2}\right]^2 .
$$

The squared bracket is the filter applied by averaging. It equals 1 at $k=0$ and first vanishes at $k=2\pi/L$, where one full wavelength fits into the segment. Roughness with wavelengths much longer than $L$ shifts the whole segment and survives in $W$. Roughness with much shorter wavelengths largely cancels in the mean and appears as variation within the segment. Evaluating this integral with Simpson's rule for $a=10$ gives $R=0.180001$.

The long-segment limit can be read off here as well. When $L\gg\xi$, the filter is much narrower than the spectrum, so $S(k)$ may be replaced by $S(0)=2\sigma^2\xi$. The integral of the filter over $dk/2\pi$ is $1/L$, and the result is again $2\sigma^2\xi/L$.

### What the 18 percent depends on

**The shape of the correlation.** Suppose the covariance were $\sigma^2e^{-(s/\xi)^2}$, which also falls to $1/e$ at $s=\xi$. The single-integral formula then gives

$$
R=\frac2{a^2}\int_0^a(a-t)e^{-t^2}dt
=\frac{\sqrt\pi\,\mathrm{erf}(a)}a-\frac{1-e^{-a^2}}{a^2},
$$

because $\int_0^ae^{-t^2}dt=\tfrac12\sqrt\pi\,\mathrm{erf}(a)$ and $\int_0^ate^{-t^2}dt=\tfrac12(1-e^{-a^2})$. At $a=10$ this is 16.7 percent. Knowing the $1/e$ length alone does not fix the answer.

**Not the distribution of linewidths.** The derivation used only the mean and the covariance, so the fluctuations need not be Gaussian. A strongly non-Gaussian example is a linewidth that takes only the values $\bar w\pm\sigma$ and switches between them at random positions, with the switching rate chosen to give the same exponential covariance. I simulated 20,000 segments of this kind, each sampled at 200 points spaced by 1 nm, with $\xi$ and $L$ as above. The retained fraction was $0.1806\pm0.0015$, where the uncertainty is one standard error. A Gaussian process with the same covariance gave $0.1798\pm0.0018$. Summing the covariance over this sampling grid gives 0.18005, so the 1 nm spacing has a negligible effect. With coarse sampling, the double integral should be replaced by the corresponding double sum.

**A constant true mean.** Suppose each segment also has a random offset, for instance from a dose variation that is uniform over the segment. If the offset is independent of the roughness and has variance $\sigma_0^2$, it adds the constant $\sigma_0^2$ to the covariance of every pair of points. The average of a constant over all pairs is the same constant, so

$$
\mathrm{Var}(W)=R\,\sigma^2+\sigma_0^2 .
$$

Averaging along the segment does not reduce the offset at all. If your measured segment means vary by more than 18 percent of the local variance at $L=10\,\xi$, such an offset is one possible cause. The 18 percent refers to the local variance about the true mean. If the local variance is instead measured about each segment's own mean, the exponential model without any offset already gives the ratio $R/(1-R)=0.18/0.82\approx0.22$, and that is the number to compare with. Another possible cause is a covariance with the same $1/e$ length but a larger weighted area $\int_0^L(L-s)C(s)\,ds$; for example, $\sigma^2e^{-\sqrt{|s|/\xi}}$ retains 23.6 percent at $a=10$.
